\section*{A low reduced-gradient surface between atoms does not measure dispersion}

\section{What enters the plot}

\textbf{Q:} I plotted the surface $s=0.5$ of the reduced density gradient for two molecules in contact. A thin disc appears between them, and the second eigenvalue of the density Hessian is negative on it. I read this as a picture of the dispersion attraction: the disc is where it acts, and a larger disc means more of it. Is there anything wrong with that?

\textbf{A:} Let us first list what the plot was made from. In atomic units the quantity is
\begin{equation}
s(\mathbf r)=\frac{|\nabla\rho|}{c\,\rho^{4/3}},\qquad c=2(3\pi^2)^{1/3}\approx 6.187,
\label{s}
\end{equation}
with $\rho$ the electron density. No energy, excitation or interaction operator appears in it. To test your reading, we can supply densities whose interaction energies we know and see what the plot does.

\textbf{Q:} Then take the crudest one, the sum of two free-atom densities. Does it give a disc?

\textbf{A:} Put spherical atoms at $z=0$ and $z=R$, with densities $f_A$ and $f_B$ that decrease with distance from their own centres. On the axis between them
\begin{equation}
\rho(z)=f_A(z)+f_B(R-z),\qquad \rho'(z)=f_A'(z)-f_B'(R-z).
\end{equation}
Close to $A$, in the region where its own density is steep, the first term dominates and $\rho'<0$. In the corresponding region close to $B$, $\rho'>0$. The derivative is continuous, so it vanishes at some $z_0$ in between. The transverse gradient vanishes on the axis by symmetry. Hence $\nabla\rho=0$ and $s=0$ at $z_0$. For equal atoms $z_0=R/2$.

\textbf{Q:} One point with $s=0$ is not yet a disc. And what about the negative eigenvalue?

\textbf{A:} Both follow from the curvatures. Across the axis, the distance to $A$ is $r=\sqrt{x^2+z_0^2}\approx z_0+x^2/(2z_0)$, so
\begin{equation}
f_A(r)\approx f_A(z_0)+\frac{f_A'(z_0)}{2z_0}x^2 ,
\end{equation}
whose second derivative is $f_A'(z_0)/z_0$. Atom $B$ adds the same expression at distance $R-z_0$. For equal atoms, $f_A=f_B=f$, the curvatures at the midpoint are
\begin{equation}
\lambda_\perp=\frac{4f'(R/2)}{R}<0,\qquad \lambda_z=2f''(R/2).
\label{curv}
\end{equation}
In a convex tail $f''>0$, so the point is a saddle. The eigenvalues in ascending order are $\lambda_\perp,\lambda_\perp,\lambda_z$. The second one, $\lambda_2=\lambda_\perp$, is negative because atomic densities fall outwards.

Now let $z$ be measured from the saddle. To first order in the displacement the gradient is $(\lambda_\perp x,\lambda_\perp y,\lambda_z z)$, while $\rho$ keeps its saddle value $\rho_m$, since its change is of second order. Setting $s=s_0$ in (\ref{s}) and squaring gives
\begin{equation}
\lambda_\perp^2(x^2+y^2)+\lambda_z^2z^2=\left(s_0c\,\rho_m^{4/3}\right)^2 .
\end{equation}
This is an ellipsoid with semi-axes
\begin{equation}
a_\perp=\frac{s_0c\,\rho_m^{4/3}}{|\lambda_\perp|},\qquad
a_z=\frac{s_0c\,\rho_m^{4/3}}{\lambda_z}.
\label{axes}
\end{equation}

\textbf{Q:} Why is it flat?

\textbf{A:} Take an exponential tail, $f=n\,e^{-\kappa r}$. Then $f'=-\kappa f$, $f''=\kappa^2 f$ and $\rho_m=2f(R/2)$, so (\ref{curv}) gives $\lambda_\perp=-2\kappa\rho_m/R$ and $\lambda_z=\kappa^2\rho_m$. Insertion in (\ref{axes}) yields
\begin{equation}
a_\perp=\frac{s_0c\,\rho_m^{1/3}R}{2\kappa},\qquad
a_z=\frac{s_0c\,\rho_m^{1/3}}{\kappa^2},\qquad
\frac{a_z}{a_\perp}=\frac{2}{\kappa R}.
\label{disc}
\end{equation}
When the separation is many decay lengths, $\kappa R\gg2$, the ellipsoid is a thin disc. Its shape comes from two overlapping tails.

\section{Is there an interaction behind the summed density?}

\textbf{Q:} The summed density may simply be a good approximation to the true one, and so inherit the sign of an attraction that is really there.

\textbf{A:} It is also the exact density of a system that has no attraction. Give each atom one electron, treat the two electrons as distinguishable, and remove every coupling between the atoms. The Hamiltonian is $H_0=H_A+H_B$. Its ground state is the product $\phi_A(\mathbf r_1)\phi_B(\mathbf r_2)$, and
\begin{equation}
E=E_A+E_B,\qquad \rho=|\phi_A|^2+|\phi_B|^2 .
\end{equation}
The interaction energy is zero at every $R$. The density is the summed one, with its saddle, its disc and its negative $\lambda_2$.

\textbf{Q:} Suppose I now switch the dispersion on. Surely the disc must respond?

\textbf{A:} Weakly. For neutral spherical atoms far apart, the leading coupling is between their dipoles. With each electron's coordinates measured from its own core,
\begin{equation}
V=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.
\label{V}
\end{equation}
Use $H_0+gV$, with $g$ running from 0 to 1. Let $|mn\rangle$ have atom $A$ in state $m$ and atom $B$ in state $n$, with excitation energies $\omega_m$ and $\omega_n$. In a spherical ground state $\langle0|\mathbf r|0\rangle=0$, so $V$ connects $|00\rangle$ to states in which both atoms are excited and to no others:
\begin{equation}
|\psi\rangle=|00\rangle-g\sum_{m,n>0}\frac{\langle mn|V|00\rangle}{\omega_m+\omega_n}|mn\rangle+O(g^2).
\end{equation}
The density operator is a sum of one-electron operators. It changes the state of one atom at a time, so its matrix element between $|00\rangle$ and a doubly excited $|mn\rangle$ is zero by orthogonality. The density therefore changes first at order $g^2$. The disc is already present at order zero, whereas the energy starts at order $g^2$:
\begin{equation}
E^{(2)}=-g^2\sum_{m,n>0}\frac{|\langle mn|V|00\rangle|^2}{\omega_m+\omega_n}.
\label{E2}
\end{equation}
What you saw is the part of the density that exists before dispersion does.

\textbf{Q:} But a ground-state density is supposed to determine the ground-state energy. Does that not rescue my reading?

\textbf{A:} That theorem holds for a fixed form of the interaction between the particles, and it uses the whole density through a functional that is not known in closed form. It does not say that one contour of $s$ gives the energy. The uncoupled pair above has a different interaction from real electrons, so there is no conflict. Two densities can also differ slightly and belong to very different interaction energies.

\section{A pair with Pauli repulsion}

\textbf{Q:} Distinguishable electrons are artificial. Show me electrons that repel and obey the Pauli principle, in a state without dispersion.

\textbf{A:} Take two identical model atoms, each with one electron and a Gaussian core of charge $+1$ and width $b=1$ bohr. Both electrons have the same spin, so no covalent bond forms. With fixed cores and no relativistic terms,
\begin{align}
H&=\sum_{i=1}^{2}\left[-\tfrac12\nabla_i^2+v(r_{iA})+v(r_{iB})\right]+\frac1{r_{12}}+\frac{\operatorname{erf}\bigl(R/(\sqrt2\,b)\bigr)}{R},\\
v(r)&=-\frac{\operatorname{erf}(r/b)}{r}.
\end{align}
The last term of $H$ is the repulsion of the two Gaussian cores. A one-electron atom has no correlation energy of its own, so all the correlation energy of the pair belongs to the interaction.

\textbf{Q:} Does antisymmetry leave the disc alone?

\textbf{A:} We can find out with frozen atomic orbitals $a$ and $b$, real and normalized, with overlap $S$ (this $b$ is an orbital, not the core width). The determinant occupies $\sigma_\pm=(a\pm b)/\sqrt{2(1\pm S)}$, and its density is
\begin{align}
\rho&=\frac{(a+b)^2}{2(1+S)}+\frac{(a-b)^2}{2(1-S)}\nonumber\\
&=\frac{(1-S)(a+b)^2+(1+S)(a-b)^2}{2(1-S^2)}
=\frac{a^2+b^2-2S\,ab}{1-S^2}.
\end{align}
At the midpoint $a=b$, and
\begin{equation}
\rho_m=\frac{2a^2(1-S)}{(1-S)(1+S)}=\frac{2a^2}{1+S}.
\end{equation}
Pauli repulsion thins the density there by the factor $1/(1+S)$. At $R=9$ bohr $S=0.032$, so the loss is 3.1\% of the summed density. The midpoint remains a point of zero gradient by symmetry.

\textbf{Q:} And the Hartree--Fock energy: can it contain some attraction after all?

\textbf{A:} At long range it has no $R^{-6}$ term for these atoms. A spherical neutral atom produces no field outside its charge cloud, so the mean field felt by its partner dies out with the density tail. The double excitations in (\ref{E2}) are absent from a single determinant. At shorter range we need numbers.

I computed them with Gaussian functions, seven $s$, three sets of $p$ and one set of $d$ functions on each atom. Hartree--Fock uses one determinant with optimized orbitals. Full configuration interaction (CI) then mixes all determinants that this basis allows. The interaction energy is the pair energy minus twice the energy of one atom, the atom being computed with the basis functions of both centres so that borrowed functions do not pass for attraction. The correlation energy $E_c$ is the CI energy minus the Hartree--Fock energy. Energies are in microhartree, rounded separately, and the radius is that of the $s=0.5$ surface of the CI density, in bohr.

\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & HF & $E_c$ & CI & radius\\
6 & 2565 & $-868$ & 1697 & 0.91\\
8 & 247 & $-243$ & 4 & 0.76\\
9 & 71 & $-127$ & $-56$ & 0.67\\
10 & 19 & $-68$ & $-49$ & 0.58\\
13 & 0.3 & $-13.5$ & $-13.1$ & 0.35
\end{tabular}
\end{center}

Hartree--Fock is repulsive at every distance computed, from 6 to 13 bohr in steps of 1 bohr. The CI energy is lowest, among these distances, at 9 bohr: $71-127=-56$ microhartree, or $-1.5$ meV. The basis is small for correlation, so this depth belongs to the basis as well as to the model. A larger basis, with nine $s$, five $p$, three $d$ and one $f$ sets, changes the Hartree--Fock energies at 8, 9 and 10 bohr by about 0.3 microhartree or less, but lowers the CI energies there to $-19$, $-71$ and $-57$ microhartree. The sign at 8 bohr, where repulsion and correlation nearly cancel, thus depends on the basis; the lowest of the three values stays at 9 bohr.

\section{Three densities at one distance}

\textbf{Q:} Then compare the discs at 9 bohr. If I am right, the Hartree--Fock disc should be missing or much smaller.

\textbf{A:} Here are the dimensions, found by following $s$ outwards from the midpoint until it reaches 0.5:

\begin{center}
\begin{tabular}{lrrr}
density & energy & radius & half-thickness\\
summed atoms & 0 & 0.673 & 0.104\\
Hartree--Fock & $+71$ & 0.664 & 0.101\\
full CI & $-56$ & 0.667 & 0.102
\end{tabular}
\end{center}

The first energy is that of the uncoupled atoms. The Hartree--Fock radius is 0.5\% smaller than the CI radius, while the energy differs in sign. The largest radius of the three belongs to the pair with no interaction. The larger basis keeps this order, with radii 0.673, 0.664 and 0.668 bohr.

The size can be followed by hand. For the summed density $\rho_m=4.06\times10^{-4}$ bohr$^{-3}$, $\lambda_\perp=-1.36\times10^{-4}$ and $\lambda_z=9.11\times10^{-4}$ bohr$^{-5}$. Then $\rho_m^{4/3}=3.01\times10^{-5}$, and (\ref{axes}) gives
\begin{align}
a_\perp&=\frac{0.5\times6.187\times3.01\times10^{-5}}{1.36\times10^{-4}}\approx0.68\ \text{bohr},\\
a_z&=\frac{0.5\times6.187\times3.01\times10^{-5}}{9.11\times10^{-4}}\approx0.10\ \text{bohr}.
\end{align}
The expansion about the saddle thus gives the radius and the half-thickness to within about 2\%, with no energy in the input.

\textbf{Q:} The midpoint densities must differ somewhere, though.

\textbf{A:} They do, slightly. In this basis the Hartree--Fock value is 2.0\% below the summed density and the CI value 0.6\% below it. Frozen orbitals gave a loss of 3.1\%. Orbital relaxation restores part of it, and correlation raises the density further. The shifts are so small that their sizes, and for CI even the sign, depend on the basis: in the larger basis Hartree--Fock lies 1.5\% below the summed density and CI 0.5\% above it. They modify a disc that is there without them. The radius depends on the transverse curvature as well as on $\rho_m$, as (\ref{axes}) shows, and both change. Relative to the summed density, it is 1.4\% smaller for Hartree--Fock and 0.9\% smaller for CI in this basis; these figures move by a few tenths of a percent with the basis.

\textbf{Q:} How do I know that the missing energy $E_c$ is dispersion, and not some other correlation?

\textbf{A:} By its long-range law. Put (\ref{V}) into (\ref{E2}) with $g=1$. For spherical atoms the excited states can be chosen so that each is reached by one of $x$, $y$, $z$. The three products in $V$ then lead to different final states and do not interfere. Their squared coefficients add to $1+1+4=6$, and
\begin{equation}
E^{(2)}=-\frac{C_6}{R^6},\qquad
C_6=6\sum_{m,n>0}\frac{|z_{0m}|^2|z_{0n}|^2}{\omega_m+\omega_n}.
\label{C6}
\end{equation}
The spectrum of one atom in the same basis gives $C_6=58.0$ hartree bohr$^6$; without basis error, on a radial grid, it is 58.4. For the pair, define $F(R)=-R^6E_c(R)\approx C_6+C_8/R^2$. Then $R^2F=C_6R^2+C_8$, and two distances remove $C_8$:
\begin{equation}
C_6\approx\frac{30^2F(30)-20^2F(20)}{30^2-20^2}.
\end{equation}
The CI energies at 20 and 30 bohr give 58.0 as well. At long range, then, $E_c$ is dispersion. In the overlap region it also contains exchange effects, and I do not separate them here.

\section{Size and colour of the disc}

\textbf{Q:} I could still save a weaker claim. In your first table the radius and $|E_c|$ both decrease with distance. Is the disc at least a rough gauge?

\textbf{A:} Both fall because the atoms move apart, but they obey different laws. For exponential tails $\rho_m=2n\,e^{-\kappa R/2}$, and the volume of the ellipsoid is
\begin{equation}
\frac{4\pi}{3}a_\perp^2a_z=\frac{\pi(s_0c)^3}{3\kappa^4}\,R^2\rho_m\propto R^2e^{-\kappa R/2},
\end{equation}
whereas dispersion falls as $R^{-6}$. At large $R$ the disc becomes too small to draw while the attraction remains. At short $R$ the failure is of another kind: at 6 bohr the disc is larger than at 9 bohr, but the CI interaction is $+1697$ microhartree. A large disc there accompanies strong repulsion.

\textbf{Q:} What of the colour? A negative $\lambda_2$ is read as attraction and a positive one as repulsion.

\textbf{A:} For two atoms we found $\lambda_2<0$ from the summed density alone. A change of geometry can reverse the sign, again with no interaction. Put four equal atoms in a square, each at distance $d$ from the centre, on the $x$ and $y$ axes. At the centre each atom contributes $f''(d)$ along the line to it and $f'(d)/d$ across that line. For exponential tails,
\begin{align}
\lambda_x=\lambda_y&=2f''(d)+\frac{2f'(d)}{d}=2\kappa f(d)\left(\kappa-\frac1d\right),\\
\lambda_z&=\frac{4f'(d)}{d}=-\frac{4\kappa f(d)}{d}.
\end{align}
If $\kappa d>1$, one eigenvalue is negative and two are positive, so $\lambda_2>0$. The uncoupled atoms in the square do not repel one another, just as those in the pair do not attract. In these cases the sign describes the arrangement of the density tails.

\textbf{Q:} Is there a case in which Hartree--Fock does attract?

\textbf{A:} Yes. Two polar molecules in a favourable orientation attract through their permanent dipoles, which the mean field contains, and a dipole also polarizes its partner. A disc between them may then accompany an attraction that is largely electrostatic. So the argument is not that a disc excludes attraction, or that Hartree--Fock must repel. The disc does not tell you which of these situations you have.

\section{What to compute instead}

\textbf{Q:} What would I need in order to measure the dispersion, and to say where in a molecule it comes from?

\textbf{A:} For spherical atoms far apart, the total can be taken from the correlation energy of the pair minus those of the separate atoms, as we did above. For polar molecules this fails: correlation also changes their permanent dipoles, and so leaves a term in $R^{-3}$ that is not dispersion. To say where the dispersion comes from, you can use the response of the electrons. It is built from excitation energies and transition densities; the moments $z_{0m}$ in (\ref{C6}) are the dipole moments of the latter. None of these appears in $s$. To bring in polarizabilities, start from partial fractions for $p\ne q$, both positive:
\begin{align}
\int_0^\infty\!\frac{pq\,du}{(p^2+u^2)(q^2+u^2)}
&=\frac{pq}{q^2-p^2}\int_0^\infty\!\left[\frac1{p^2+u^2}-\frac1{q^2+u^2}\right]du\nonumber\\
&=\frac{pq}{q^2-p^2}\,\frac{\pi}{2}\left(\frac1p-\frac1q\right)=\frac{\pi}{2(p+q)} .
\end{align}
The case $p=q$ follows by continuity. Set $p=\omega_m$, $q=\omega_n$, and use the polarizability at imaginary frequency,
\begin{equation}
\alpha(iu)=2\sum_{m>0}\frac{\omega_m|z_{0m}|^2}{\omega_m^2+u^2}.
\end{equation}
Each sum in (\ref{C6}) supplies $\alpha/2$, so the prefactor is $6\times(2/\pi)\times\frac14$ and
\begin{equation}
C_6=\frac{3}{\pi}\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
\end{equation}

For a map, divide the response of each molecule among its atoms with weights $w_a(\mathbf r)$ that satisfy $\sum_aw_a(\mathbf r)=1$. Inserting this sum at both points of the response function $\chi(\mathbf r,\mathbf r';iu)$ leaves the total unchanged and splits it into terms $w_a\chi w_{a'}$. The individual terms depend on the chosen weights, so an atomic share of the dispersion should be quoted together with its partition.

\textbf{Q:} Then what may I still write under my picture?

\textbf{A:} That the disc between the two molecules shows where their density tails meet. If you want to add that dispersion holds them together, put a computed dispersion energy beside it, together with the electrostatic, induction and exchange parts of the interaction.
